Direct and indirect relativistic effects on gold 6s and 5d

**Problem**

A free gold atom is treated self-consistently twice: once with the Schrödinger equation, which gives a potential V_N, and once with the Dirac equation, which gives V_R. Each equation can then be solved in each potential. Write E(S,N), E(D,N), E(S,R) and E(D,R) for the four energies of one orbital, where S and D name the equation, and N and R the potential.

The direct effect of relativity is the change caused by replacing S with D in a fixed potential. The indirect effect is the change caused by replacing V_N with V_R in a fixed equation.

(a) Split the total shift E(D,R) − E(S,N) into direct and indirect parts. Is the split unique?

(b) Express the direct effect as a radial integral, and find its leading form for large c.

(c) Express the indirect effect as an integral, and resolve it into contributions from the s, p, d and f shells.

(d) Evaluate both effects for 6s and 5d, and explain the total shifts.

Hartree atomic units are used, with c = 137.036, and energies exclude the rest energy. Both atoms have the configuration 5d¹⁰6s¹, a spherical density without spin polarization, and the same nucleus, a uniform sphere of radius 7 fm.

**Hints**

1. Four energies form the corners of a square. There are two ways along its sides from (S,N) to (D,R).

2. For (b), multiply the Dirac equation for the large component by the Schrödinger orbital of the same potential. Let the first derivative act on that orbital by partial integration.

3. For (c), multiply each Schrödinger equation by the solution of the other. The kinetic terms are then equal.

4. The repulsion that an electron feels from a spherical shell of charge depends on how much of that charge lies inside each radius.

**Solution**

**(a) Two routes**

Changing the equation first gives

E(D,R) − E(S,N) = [E(D,N) − E(S,N)] + [E(D,R) − E(D,N)].

The first bracket is the direct effect in V_N, and the second is the indirect effect on the Dirac level. Changing the potential first gives

E(D,R) − E(S,N) = [E(S,R) − E(S,N)] + [E(D,R) − E(S,R)].

Now the indirect effect on the Schrödinger level comes first, followed by the direct effect in V_R. The intermediate energy cancels in each sum, so both splits are exact, but their parts need not agree. Their difference is the mixed term

X = E(D,R) − E(D,N) − E(S,R) + E(S,N).

Grouping the terms by potential shows that X is the direct effect in V_R minus that in V_N. Grouping them by equation shows that X is also the indirect effect on the Dirac level minus that on the Schrödinger level. The split is unique only if X = 0.

For weak relativity, the direct effect and V_R − V_N are both of order 1/c². X measures how the first changes under the second, so it is of order 1/c⁴ if the levels respond smoothly. In a heavy atom it has to be reported.

**(b) The direct effect**

Let P and Q be the large and small radial functions, with ∫(P² + Q²)dr = 1. The number κ is −(l+1) for j = l + ½ and l for j = l − ½. Define

D = P′ + κP/r.

The radial Dirac equations are

c(−Q′ + κQ/r) + VP = EP,

cD = (2c² + E − V)Q.

The Schrödinger equation can be written with the same D. Differentiation gives

½(−D′ + κD/r)
= ½(−P″ − κP′/r + κP/r² + κP′/r + κ²P/r²)
= ½[−P″ + κ(κ+1)P/r²].

Both values of κ give κ(κ+1) = l(l+1), so this is the usual radial kinetic term. The Schrödinger equation is therefore

½(−D′ + κD/r) + VP = EP.

Take one potential V, and mark the solutions of the two equations by the subscripts S and D. Multiply the first Dirac equation by P_S and integrate. The product P_S Q_D vanishes at the origin and at infinity, so

−∫P_S Q_D′ dr = ∫P_S′ Q_D dr.

Together with the κ/r term this forms D_S, and

c∫D_S Q_D dr + ∫V P_S P_D dr = E_D∫P_S P_D dr.

Multiplying the Schrödinger equation by P_D and integrating by parts in the same way gives

½∫D_S D_D dr + ∫V P_S P_D dr = E_S∫P_S P_D dr.

Subtract the second result from the first. The potential terms cancel:

(E_D − E_S)∫P_S P_D dr = ∫D_S(cQ_D − ½D_D)dr.

The second Dirac equation, divided by 2c, gives

½D_D = cQ_D + (E_D − V)Q_D/(2c).

Hence, provided that the overlap is not zero,

E_D − E_S = −(1/2c) ∫(E_D − V)D_S Q_D dr / ∫P_S P_D dr.

No expansion in 1/c has been made. For large c the second Dirac equation gives Q_D → D_S/(2c), while E_D → E_S and the overlap tends to 1. The leading term is

E_D − E_S ≈ −(1/4c²) ∫(E_S − V)D_S² dr.

Wherever E_S > V the integrand lowers the level; beyond the radius where V = E_S it raises it. Close to the nucleus E_S − V is very large, so a small amount of charge there can contribute strongly.

**(c) The indirect effect**

Solve the Schrödinger equation in V_N and in V_R, and call the solutions P_N and P_R. Multiply the equation for P_N by P_R, and the equation for P_R by P_N. After partial integration both kinetic terms equal ½∫D_N D_R dr. Subtraction leaves

E(S,R) − E(S,N) = ∫P_N(V_R − V_N)P_R dr / ∫P_N P_R dr,

again for nonzero overlap.

In the local density approximation each potential is the sum of the nuclear potential, the Hartree potential and the exchange-correlation potential. The nuclear parts cancel in V_R − V_N. The Hartree potential is linear in the density, so its change is a sum over shells:

V_R − V_N = ΔV_s + ΔV_p + ΔV_d + ΔV_f + Δv_xc.

The indirect effect is the sum of the corresponding integrals.

To see the sign of a Hartree contribution, let ΔN(r) be the increase in the number of electrons of a shell inside radius r. The repulsive potential energy obeys dΔV/dr = −ΔN(r)/r² and vanishes at infinity. Integration inward gives

ΔV(r) = ∫ᵣ^∞ ΔN(s)/s² ds.

If a shell contracts so that ΔN is nowhere negative, ΔV is nowhere negative either: the nucleus is better screened. In that case ΔV also falls with increasing r, so an orbital closer to the nucleus feels more of it. Real densities have radial oscillations, so ΔN may change sign locally. The integrals decide the net result.

**(d) Gold**

For each atom, start from a trial potential, solve the radial equations and add the densities of the occupied orbitals. Then form a new potential, and repeat until it no longer changes. In the relativistic atom the density includes Q², and the ten 5d electrons are divided into four in 5d3/2 and six in 5d5/2. Both atoms use the local density exchange potential −(3ρ/π)^(1/3), where ρ is the electron density, and Perdew–Wang correlation.

The energies, in hartree, are:

Orbital: E(S,N), E(D,N), E(S,R), E(D,R)
6s: −0.1623, −0.2556, −0.1395, −0.2239
5d3/2: −0.3046, −0.4197, −0.2032, −0.2972
5d5/2: −0.3046, −0.3510, −0.2032, −0.2406

The 5d mean uses the weights 4/10 and 6/10. For the Dirac equation in V_N,

0.4(−0.4197) + 0.6(−0.3510) = −0.3785,

and in V_R the mean is −0.2632. Results below are rounded from the unrounded energies, so the last digit can differ by one from a difference of the listed values.

For 6s, changing the equation first gives

direct: −0.2556 + 0.1623 = −0.0933,
indirect: −0.2239 + 0.2556 = +0.0317,
total: −0.0933 + 0.0317 = −0.0616.

Changing the potential first gives

indirect: −0.1395 + 0.1623 = +0.0228,
direct: −0.2239 + 0.1395 = −0.0844,
total: +0.0228 − 0.0844 = −0.0616.

The mixed term is −0.0844 + 0.0933 = +0.0089 hartree. On both routes the direct effect lowers 6s, and the indirect effect cancels about a third or a quarter of that lowering.

For the 5d mean, the two routes are

equation first: direct −0.0738, indirect +0.1152, total +0.0414;
potential first: indirect +0.1014, direct −0.0600, total +0.0414.

The mixed term is +0.0138 hartree. The direct effect lowers 5d too, and by an amount comparable with that for 6s. The mean 5d level rises because the indirect effect is larger still.

In electronvolts, with the equation changed first, the 6s shift is −2.54 + 0.86 = −1.68 eV. The mean 5d shift is −2.01 + 3.14 = +1.13 eV.

The mean hides a difference between the two 5d levels. In total, 5d5/2 rises by 0.0640 hartree, but 5d3/2 by only 0.0075 hartree, because its direct lowering nearly cancels its indirect raising.

The integral in (b) locates the direct effect on 6s. In V_N, 98% of its net value comes from r < 0.11 bohr, a region that holds only about 0.05% of the Dirac 6s charge. A valence electron can thus have a large direct effect although it spends little time near the nucleus.

The leading 1/c² formula gives −0.065 hartree for 6s in V_N, about 70% of the full direct effect of −0.093. For 5d3/2 it gives −0.102 against −0.115, and for 5d5/2 −0.044 against −0.046. First-order theory therefore gives the sign in all three cases, but is a poor estimate for 6s in gold.

The integral in (c) resolves the indirect effect on the Schrödinger levels, in hartree:

Orbital: s, p, d, f, exchange-correlation
6s: +0.0276, +0.0121, −0.0124, −0.0038, −0.0007
5d: +0.1000, +0.0829, −0.0628, −0.0232, +0.0045

The changed s and p densities screen the nucleus more and raise both orbitals. The changed d and f densities, each summed over its shells, lower both. A column is a sum over principal quantum numbers, and the shells within it need not act in the same direction. For 5d the sum is +0.1014 hartree; for 6s it is +0.0228 hartree. Each of the four Hartree contributions is larger in size for 5d than for 6s. For a ΔN of one sign, the argument in (c) suggests this for the more compact orbital. The summed d density does not meet that condition: its ΔN is positive near the nucleus and negative farther out. Nor does the argument fix the sum of contributions of opposite sign; that sum comes from the integrals. The potential change includes the response of the valence orbitals themselves. The d column contains the change of the 5d density. The s column contains the change of the 6s density, whose Hartree potential also acts on 6s itself in this approximation. This self-term is +0.019 hartree, about 70% of the s entry for 6s; the shells 1s to 5s together give about +0.009. In a treatment free of self-interaction, exchange cancels such a term, so the size of the indirect effect on 6s found here depends on how the functional handles it. The indirect effect is therefore not the action of a contracted core on an otherwise unchanged valence shell.

The mean radii, in bohr, show the same competition:

Orbital: (S,N), (D,N), (S,R), (D,R)
6s: 3.31, 2.73, 3.44, 2.84
5d mean: 1.58, 1.49, 1.73, 1.62

The Dirac equation contracts both orbitals in a fixed potential, and V_R expands both in a fixed equation. Together they contract 6s by 14% and expand the 5d mean by 3%, relative to (S,N).

These numbers belong to the chosen functional and atomic model. The calculation omits the Breit interaction, quantum electrodynamic corrections and relativistic corrections to the functional. Its eigenvalues are not ionization energies. In Hartree–Fock theory the exchange potential is nonlocal, and one must first specify how a potential made from Dirac orbitals acts in a Schrödinger equation. The local potentials used here avoid that question. The numerical check compares both integral formulas with differences of separately computed eigenvalues.

**Variation 1: Where does the 5d splitting belong?**

In a given potential the Schrödinger equation gives one 5d energy. The splitting between 5d3/2 and 5d5/2 is therefore a direct effect, although its size depends on the potential. Find its leading form.

The two levels have κ = 2 and κ = −3. From

D² = P′² + 2κPP′/r + κ²P²/r²,

the difference of the two squares is

D²(κ=2) − D²(κ=−3) = 10PP′/r − 5P²/r² = 5[(P²)′/r − P²/r²].

Multiply by f = E_S − V and integrate. Partial integration of the first term, whose boundary values vanish, gives

5∫[−(f/r)′ − f/r²]P² dr
= 5∫[−f′/r + f/r² − f/r²]P² dr
= 5∫(V′/r)P² dr,

because f′ = −V′. With the prefactor −1/(4c²) from (b),

E(5d3/2) − E(5d5/2) ≈ −(5/4c²) ∫(V′/r)P² dr.

This is the first-order spin–orbit splitting. Where V rises outward, it places 5d3/2 below 5d5/2.

In V_N the leading energies give −0.102 + 0.044 = −0.058 hartree, while the Dirac levels give −0.4197 + 0.3510 = −0.0687 hartree. In V_R the Dirac splitting is −0.29716 + 0.24064 = −0.0565 hartree. The change of potential thus reduces the size of the splitting, although it cannot create one in the Schrödinger equation.

**Variation 2: One direct and one indirect number**

Suppose that a single pair of numbers is wanted, with neither route preferred. Average each effect over the two routes.

Let A be the direct effect in V_N and B the indirect effect on the Schrödinger level. By the definition of X, the direct effect in V_R is A + X, and the indirect effect on the Dirac level is B + X. The averages are

direct: ½[A + (A + X)] = A + X/2,
indirect: ½[B + (B + X)] = B + X/2.

Their sum is A + B + X, the total shift. Averaging therefore shares the mixed term equally.

For 6s this gives

direct: ½(−0.0933 − 0.0844) = −0.0888 hartree,
indirect: ½(0.0317 + 0.0228) = +0.0272 hartree.

For the 5d mean it gives

direct: ½(−0.0738 − 0.0600) = −0.0669 hartree,
indirect: ½(0.1152 + 0.1014) = +0.1083 hartree.

The equal division is a convention, and X should still be stated beside the averages. It does not affect the signs or the order of size found here, since both routes already agree on them.

Computed values

```
Gold Z = 79, nuclear radius = 7.0 fm, c = 137.036 a.u.
Sommerfeld test, largest relative error: 1.1e-09
Neon test, largest level difference: 4.2e-05 hartree
Order: S in V_N, D in V_N, S in V_R, D in V_R
E 6s (hartree): -0.16235 -0.25562 -0.13955 -0.22392
E 5d3/2 (hartree): -0.30464 -0.41972 -0.20322 -0.29716
E 5d5/2 (hartree): -0.30464 -0.35097 -0.20322 -0.24064
E 5d mean (hartree): -0.30464 -0.37847 -0.20322 -0.26325
<r> 6s (bohr): 3.3131 2.7299 3.4363 2.8384
<r> 5d3/2 (bohr): 1.5805 1.4509 1.7310 1.5720
<r> 5d5/2 (bohr): 1.5805 1.5220 1.7310 1.6590
<r> 5d mean (bohr): 1.5805 1.4935 1.7310 1.6242
6s direct in V_N: -0.09327 hartree
6s indirect on Dirac: +0.03170 hartree
6s direct in V_R: -0.08437 hartree
6s indirect on Schroedinger: +0.02280 hartree
6s mixed term: +0.00889 hartree
6s total: -0.06157 hartree
5d3/2 direct in V_N: -0.11508 hartree
5d3/2 indirect on Dirac: +0.12256 hartree
5d3/2 direct in V_R: -0.09394 hartree
5d3/2 indirect on Schroedinger: +0.10141 hartree
5d3/2 mixed term: +0.02115 hartree
5d3/2 total: +0.00747 hartree
5d5/2 direct in V_N: -0.04634 hartree
5d5/2 indirect on Dirac: +0.11034 hartree
5d5/2 direct in V_R: -0.03741 hartree
5d5/2 indirect on Schroedinger: +0.10141 hartree
5d5/2 mixed term: +0.00892 hartree
5d5/2 total: +0.06400 hartree
5d mean direct in V_N: -0.07384 hartree
5d mean indirect on Dirac: +0.11523 hartree
5d mean direct in V_R: -0.06002 hartree
5d mean indirect on Schroedinger: +0.10141 hartree
5d mean mixed term: +0.01381 hartree
5d mean total: +0.04139 hartree
6s direct in V_N, indirect on Dirac, total (eV): -2.538 +0.863 -1.675
5d mean direct in V_N, indirect on Dirac, total (eV): -2.009 +3.135 +1.126
6s leading 1/c^2 direct effect in V_N: -0.06488 hartree
5d3/2 leading 1/c^2 direct effect in V_N: -0.10202 hartree
5d5/2 leading 1/c^2 direct effect in V_N: -0.04393 hartree
Inner region: r < 0.1075 bohr
6s direct effect from inner region: 98.0 %
6s Dirac charge in inner region (V_N): 0.05 %
6s indirect from s, p, d, f, xc (hartree): +0.02762 +0.01205 -0.01244 -0.00378 -0.00065
5d5/2 indirect from s, p, d, f, xc (hartree): +0.10001 +0.08289 -0.06279 -0.02321 +0.00452
Direct formula, largest error: 3.0e-11 hartree
Indirect formula, largest error: 3.0e-07 hartree
```
